**Airy gas: closed forms and the monotonic reduced gradient**

For non-interacting electrons in \(v=Fz\) with zero chemical potential, the program examines closed forms for the density \(n\), its gradient and Laplacian, and the positive kinetic energy density \(\tau\). The scaled coordinate is \(\zeta=z/l\) with \(l=(2F)^{-1/3}\), and \(s\) is the reduced density gradient. Assertions compare the orbital integrals with quadrature, and the derivatives of \(n\) and \(s\) with numerical differentiation. A scan from \(\zeta=-25\) to 10 asserts that \(s\) increases and that the inequalities used in the two-region proof hold; further assertions cover the interior and exterior limits. A separate grid diagonalization with a finite wall, averaged over 12 wall positions, agrees with the closed forms for \(n\), \(\tau\) and \(s\) within 0.1 percent at five sampled points. For \(F=0.1\) hartree/bohr the output gives an edge density of \(9.75\times10^{-4}\) bohr⁻³ and \(s=2.085\) at the edge. It also shows that the Lambert-function inverse of the exterior form approaches the true \(\zeta(s)\) at large \(s\) but fails inside the edge.

## Check in Python

```python
"""Airy gas: noninteracting electrons in v = F*z, chemical potential zero.

Result under test (hartree atomic units, spin-unpolarized):
  l = (2F)^(-1/3), x = z/l, a = Ai(x), b = Ai'(x)
  J = b^2 - x a^2,  N = (2 x^2 a^2 - 2 x b^2 - a b)/3
  n = N/(2 pi l^3), dn/dz = -J/(2 pi l^4), lap n = a^2/(2 pi l^5)
  tau = (2 a^2 - 3 x N)/(20 pi l^5), tau = (1/2) sum |grad psi|^2
  s = |grad n| / (2 (3 pi^2)^(1/3) n^(4/3)) rises from 0 to infinity.
N is the scaled density and J is minus its derivative.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy

mp.mp.dps = 30
force = 0.1
length = (2 * force) ** (-1 / 3)
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10


def pieces(x):
    x = mp.mpf(x)
    a = mp.airyai(x)
    b = mp.airyai(x, derivative=1)
    J = b**2 - x * a**2
    N = (2 * x**2 * a**2 - 2 * x * b**2 - a * b) / 3
    return a, b, J, N


def scaled_density(x):
    return pieces(x)[3] / (2 * mp.pi)


def scaled_tau(x):
    a, b, J, N = pieces(x)
    return (2 * a**2 - 3 * mp.mpf(x) * N) / (20 * mp.pi)


def reduced_gradient(x):
    a, b, J, N = pieces(x)
    n = N / (2 * mp.pi)
    return J / (2 * mp.pi) / (2 * mp.cbrt(3 * mp.pi**2) * n ** (mp.mpf(4) / 3))


def tau_weizsacker(x):
    a, b, J, N = pieces(x)
    return J**2 / (16 * mp.pi * N)


def tau_uniform(x):
    n = scaled_density(x)
    return mp.mpf(3) / 10 * (3 * mp.pi**2) ** (mp.mpf(2) / 3) * n ** (mp.mpf(5) / 3)


def lambert_inverse(s):
    w = mp.lambertw(mp.mpf(s) ** 1.5 / (2 * mp.sqrt(6))).real
    return (1.5 * w) ** (mp.mpf(2) / 3)


# Orbital integrals by quadrature against the closed forms.
def integrate(function):
    return quad(function, 0, 25, epsabs=0, epsrel=1e-10, limit=400)[0]


for x in (-8.0, -3.0, -0.7, 0.0, 1.0, 3.0):
    a, b, J, N = pieces(x)
    n_int = integrate(lambda e: e * airy(x + e)[0] ** 2) / (2 * np.pi)
    j_int = integrate(lambda e: airy(x + e)[0] ** 2)
    p_int = integrate(lambda e: e**2 * airy(x + e)[0] ** 2)
    m_int = integrate(lambda e: e * airy(x + e)[1] ** 2)
    tau_int = p_int / (8 * np.pi) + m_int / (4 * np.pi)
    assert abs(n_int / float(scaled_density(x)) - 1) < 1e-7
    assert abs(j_int / float(J) - 1) < 1e-7
    assert abs(p_int - float(a**2 / 5 - 4 * x * N / 5)) < 1e-7 * p_int
    assert abs(m_int - float(a**2 / 2 - x * N) + p_int) < 1e-7 * (m_int + p_int)
    assert abs(tau_int / float(scaled_tau(x)) - 1) < 1e-7

# Numerical derivatives of the density and of s.
for x in (-7.3, -2.0, -0.3, 0.0, 0.8, 4.0):
    a, b, J, N = pieces(x)
    slope = mp.diff(scaled_density, x)
    curvature = mp.diff(scaled_density, x, 2)
    assert abs(slope / (-J / (2 * mp.pi)) - 1) < 1e-9
    assert abs(curvature / (a**2 / (2 * mp.pi)) - 1) < 1e-7
    D = 4 * J**2 - 3 * N * a**2
    D_alternative = 2 * J**2 + 2 * b**2 * J + a**3 * b
    assert abs(D / D_alternative - 1) < 1e-15
    C = mp.cbrt(2 / (3 * mp.pi)) / 2
    s_slope = C * D / (3 * N ** (mp.mpf(7) / 3))
    assert abs(mp.diff(reduced_gradient, x) / s_slope - 1) < 1e-9

# Scan monotonicity and each inequality used in its proof.
first_zero = float(mp.airyaizero(1))
scan = np.arange(-25, 10.001, 0.025)
s_values = []
margins = []
for x in scan:
    a, b, J, N = pieces(x)
    s_values.append(reduced_gradient(x))
    D = 4 * J**2 - 3 * N * a**2
    margins.append(float(D / J**2))
    assert D > 0
    if x > first_zero:
        assert 2 * a * b * J + a**4 > 0
        assert J**2 > N * a**2
    if x <= -0.4:
        y = -mp.mpf(x)
        assert 2 * J**2 >= 4 * y**1.5 * abs(a**3 * b)
assert all(right > left for left, right in zip(s_values, s_values[1:]))

# Interior and exterior limits; corrections scale as |x|^(-3/2).
for y in (20, 100):
    correction = mp.mpf(y) ** -1.5
    assert abs(reduced_gradient(-y) / (0.75 * correction) - 1) < correction
    assert abs(scaled_tau(-y) / tau_uniform(-y) - 1) < correction
for x in (10, 40):
    correction = mp.mpf(x) ** -1.5
    leading = mp.cbrt(mp.mpf(32) / 3) * x * mp.exp(4 * mp.mpf(x) ** 1.5 / 9)
    assert abs(reduced_gradient(x) / leading - 1) < 2 * correction
    assert abs(scaled_tau(x) / tau_weizsacker(x) - 1) < 2 * correction
    assert abs(lambert_inverse(reduced_gradient(x)) - x) < 3 / mp.mpf(x) ** 2

# Finite-wall Hamiltonian in physical units, averaged over one level spacing.
sample = np.array([-4.0, -1.0, 0.0, 1.0, 2.0])
step = 0.01 * length
wall_count = 12
box_n = np.zeros(len(sample))
box_slope = np.zeros(len(sample))
box_tau = np.zeros(len(sample))
wall_depths = []
for k in range(wall_count):
    level = 54 + (k + 0.5) / wall_count
    depth = (1.5 * np.pi * (level - 0.25)) ** (2 / 3)
    wall_depths.append(depth * length)
    z = np.arange(-depth * length + step, 8 * length, step)
    diagonal = 1 / step**2 + force * z
    off_diagonal = np.full(len(z) - 1, -0.5 / step**2)
    energy, orbital = eigh_tridiagonal(
        diagonal, off_diagonal, select="v",
        select_range=(-force * depth * length - 1, 0.0))
    orbital = orbital / np.sqrt(step)
    derivative = np.gradient(orbital, step, axis=0)
    density = orbital**2 @ (-energy / np.pi)
    tau = orbital**2 @ (energy**2 / (2 * np.pi))
    tau += derivative**2 @ (-energy / (2 * np.pi))
    box_n += np.interp(sample * length, z, density) / wall_count
    slope = np.gradient(density, step)
    box_slope += np.interp(sample * length, z, slope) / wall_count
    box_tau += np.interp(sample * length, z, tau) / wall_count
box_s = np.abs(box_slope) / (2 * np.cbrt(3 * np.pi**2) * box_n ** (4 / 3))
ref_n = np.array([float(scaled_density(x)) for x in sample]) / length**3
ref_tau = np.array([float(scaled_tau(x)) for x in sample]) / length**5
ref_s = np.array([float(reduced_gradient(x)) for x in sample])
error_n = np.max(np.abs(box_n / ref_n - 1))
error_tau = np.max(np.abs(box_tau / ref_tau - 1))
error_s = np.max(np.abs(box_s / ref_s - 1))
# One percent allows for the finite wall depth and finite phase averaging.
assert max(error_n, error_tau, error_s) < 0.01

print(f"force F = {force:.3f} hartree/bohr")
print(f"length l = {length:.6f} bohr = {length * bohr_angstrom:.6f} angstrom")
print(f"first zero of Ai: zeta = {first_zero:.6f}")
edge_n = float(scaled_density(0)) / length**3
print(f"edge density = {edge_n:.7f} bohr^-3")
print(f"edge density = {edge_n / bohr_angstrom**3:.7f} angstrom^-3")
a, b, J, N = pieces(0)
print(f"at edge: Ai = {float(a):.7f}, Ai' = {float(b):.7f}")
print(f"at edge: J = {float(J):.7f}, N = {float(N):.7f}")
print(f"at edge: s = {float(reduced_gradient(0)):.6f}")
print("Columns: zeta; z (bohr); n (bohr^-3); dn/dz (bohr^-4)")
table = (-6, -4, -2, -1, 0, 1, 2, 4)
for x in table:
    a, b, J, N = pieces(x)
    n = float(scaled_density(x)) / length**3
    slope = float(-J / (2 * mp.pi)) / length**4
    print(f"{x:3d} {x * length:10.5f} {n:.6e} {slope:.6e}")
print("Columns: zeta; Laplacian n (bohr^-5); tau (hartree/bohr^3); s")
for x in table:
    a = pieces(x)[0]
    laplacian = float(a**2 / (2 * mp.pi)) / length**5
    tau = float(scaled_tau(x)) / length**5
    print(f"{x:3d} {laplacian:.6e} {tau:.6e} {float(reduced_gradient(x)):.6f}")
print("Columns: zeta; tau/tau_uniform; tau/tau_Weizsacker")
for x in (-6, -2, 0, 2, 4):
    print(f"{x:3d} {float(scaled_tau(x) / tau_uniform(x)):.6f}"
          f" {float(scaled_tau(x) / tau_weizsacker(x)):.6f}")
print("Columns: s; true zeta; Lambert leading-tail zeta")
for target in (0.5, 1, 3, 10, 100):
    root = brentq(lambda x: float(mp.log(reduced_gradient(x) / target)), -20, 12)
    print(f"{target:6.1f} {root:.6f} {float(lambert_inverse(target)):.6f}")
print(f"scan range: zeta = {scan[0]:.1f} to {scan[-1]:.1f}")
print(f"smallest D/J^2 in scan = {min(margins):.6f}")
print(f"box walls: {wall_count}, depths {min(wall_depths):.3f}"
      f" to {max(wall_depths):.3f} bohr")
print(f"box grid step = {step:.6f} bohr")
print(f"largest box deviation in n = {100 * error_n:.4f} percent")
print(f"largest box deviation in tau = {100 * error_tau:.4f} percent")
print(f"largest box deviation in s = {100 * error_s:.4f} percent")
print("all good")
```

It prints:

```
force F = 0.100 hartree/bohr
length l = 1.709976 bohr = 0.904880 angstrom
first zero of Ai: zeta = -2.338107
edge density = 0.0009750 bohr^-3
edge density = 0.0065794 angstrom^-3
at edge: Ai = 0.3550281, Ai' = -0.2588194
at edge: J = 0.0669875, N = 0.0306294
at edge: s = 2.084646
Columns: zeta; z (bohr); n (bohr^-3); dn/dz (bohr^-4)
 -6  -10.25986 9.920818e-02 -1.432769e-02
 -4   -6.83990 5.414649e-02 -1.200366e-02
 -2   -3.41995 1.912080e-02 -9.040733e-03
 -1   -1.70998 6.146553e-03 -5.341142e-03
  0    0.00000 9.749635e-04 -1.246964e-03
  1    1.70998 7.940454e-05 -1.307485e-04
  2    3.41995 3.579277e-06 -7.058745e-06
  4    6.83990 1.578152e-09 -3.990644e-09
Columns: zeta; Laplacian n (bohr^-5); tau (hartree/bohr^3); s
 -6 1.179357e-03 6.130757e-02 0.050421
 -4 5.374707e-05 2.223216e-02 0.094707
 -2 5.629624e-04 4.036126e-03 0.285776
 -1 3.122395e-03 1.255106e-03 0.766693
  0 1.372131e-03 2.744261e-04 2.084646
  1 1.992586e-04 3.170492e-05 6.191642
  2 1.327765e-05 1.921073e-06 20.836753
  4 9.857028e-09 1.323741e-09 351.027181
Columns: zeta; tau/tau_uniform; tau/tau_Weizsacker
 -6 1.004307 237.027586
 -2 1.028141 7.553593
  0 9.970331 1.376563
  2 798.882955 1.104013
  4 215519.297645 1.049436
Columns: s; true zeta; Lambert leading-tail zeta
   0.5 -1.434365 0.217151
   1.0 -0.729795 0.405095
   3.0 0.346128 0.920440
  10.0 1.408147 1.698485
 100.0 3.155961 3.272154
scan range: zeta = -25.0 to 10.0
smallest D/J^2 in scan = 1.021708
box walls: 12, depths 68.490 to 69.266 bohr
box grid step = 0.017100 bohr
largest box deviation in n = 0.0980 percent
largest box deviation in tau = 0.0767 percent
largest box deviation in s = 0.0271 percent
all good
```
